\section*{Second-Order Energy and Stability of a Hartree-Fock Determinant, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy to second order in the rotations}

The form of the second-order energy is largely fixed by symmetry. Let a determinant be changed by small complex amplitudes $\kappa_{ai}$, each of which mixes a virtual orbital $\varphi_a$ into an occupied orbital $\varphi_i$. The amplitudes are dimensionless, so their quadratic coefficients are energies. The energy is real, and the most general real quadratic form in complex variables is
\begin{equation}
E_2=\sum_{ia,jb}\kappa_{ai}^*A_{ia,jb}\kappa_{bj}
+\frac12\sum_{ia,jb}\left(\kappa_{ai}^*B_{ia,jb}\kappa_{bj}^*+\text{c.c.}\right),
\end{equation}
with $A$ Hermitian and $B$ symmetric, since an antisymmetric part of $B$ would drop out of the sum. Now change the phase of one virtual orbital, $\varphi_a\to e^{i\chi}\varphi_a$. The same physical state is described if $\kappa_{ai}\to e^{-i\chi}\kappa_{ai}$, and its energy cannot change. Hence $B_{ia,jb}$ must acquire a factor $e^{-i\chi}$ for each of its virtual labels, as a complex-conjugated orbital does. The same argument for the occupied orbitals gives $B$ one unconjugated factor for each occupied label. The energy is linear in the integrals of the Hamiltonian. A one-electron integral holds one conjugated and one unconjugated orbital, which is too few. Thus $B_{ia,jb}$ can contain only the two-electron integrals with $a,b$ on the left and $i,j$ on the right. The block $A$ is neutral under a common phase change of all virtual orbitals, so orbital energies may enter it. What remains to be found are the coefficients and signs.

The Hamiltonian of the electrons, with the nuclei fixed, is
\begin{equation}
\hat H=\sum_{pq}h_{pq}a_p^\dagger a_q
+\frac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r .
\end{equation}
The labels $p,q,r,s$ run over a finite orthonormal set of spin orbitals, $i,j,k$ over the $N$ occupied ones, and $a,b$ over the virtual ones. In SI units $h=-\hbar^2\nabla^2/2m+v$, where $v$ is the attraction to the nuclei, and
\begin{equation}
\langle pq|rs\rangle=\int\!\!\int
\varphi_p^*(1)\varphi_q^*(2)\frac{e^2}{4\pi\varepsilon_0r_{12}}
\varphi_r(1)\varphi_s(2)\,d1\,d2 ,
\end{equation}
where the integration includes a sum over spin. The repulsion of the nuclei adds a constant that no rotation changes. Exchanging the names of the two electrons, or taking the complex conjugate, gives
\begin{equation}
\langle pq|rs\rangle=\langle qp|sr\rangle,\qquad
\langle pq|rs\rangle^*=\langle rs|pq\rangle .
\end{equation}
Both relations also hold for the antisymmetrized integral $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$.

The rotation is written as $|\Phi(\kappa)\rangle=e^{\hat\kappa}|\Phi\rangle$, with
\begin{equation}
\hat\kappa=\sum_{ia}\left(\kappa_{ai}a_a^\dagger a_i-\kappa_{ai}^*a_i^\dagger a_a\right)
=\sum_{pq}K_{pq}a_p^\dagger a_q,\qquad
K=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix}.
\end{equation}
Occupied orbitals come first in $K$. Since $\hat\kappa^\dagger=-\hat\kappa$, the operator $e^{\hat\kappa}$ is unitary and preserves the norm. To see that it keeps the state a determinant, use $[a_p^\dagger a_r,a_q^\dagger]=\delta_{rq}a_p^\dagger$, which gives $[\hat\kappa,a_q^\dagger]=\sum_pa_p^\dagger K_{pq}$. Each further commutator multiplies by another $K$, and the series of nested commutators sums to
\begin{equation}
e^{\hat\kappa}a_i^\dagger e^{-\hat\kappa}=\sum_pa_p^\dagger(e^K)_{pi}.
\end{equation}
Because $\hat\kappa$ gives zero on the vacuum, $e^{\hat\kappa}$ replaces every occupied orbital $\varphi_i$ by $\psi_i=\sum_p\varphi_p(e^K)_{pi}$ and does nothing else.

Rotations within the occupied set have been left out because they are redundant. For an anti-Hermitian matrix $R$ one has $\sum_{ij}R_{ij}a_i^\dagger a_j|\Phi\rangle=(\operatorname{Tr}R)|\Phi\rangle$, and $\operatorname{Tr}R$ is imaginary, so the exponential is a phase. Rotations within the virtual set annihilate $|\Phi\rangle$. The remaining amplitudes reach every nearby determinant. Its orbitals can be recombined, at the cost of a numerical factor, into $\varphi_i+\sum_at_{ai}\varphi_a$. A singular value decomposition of $t$ then pairs recombined occupied orbitals with recombined virtual ones, with coefficients $\tan\theta_k$. After normalization each pair gives $\cos\theta_k\,\tilde\varphi_k+\sin\theta_k\,\tilde\varphi_{k'}$, which is the rotation produced by an amplitude $\theta_k$. Occupied orbitals without a partner stay where they are.

The energy of any determinant follows from its occupied orbitals $\psi_i$. In the basis of its own orbitals, $\langle a_p^\dagger a_q\rangle=\delta_{pq}$ for occupied $p$ and zero otherwise. In the two-electron term, the two electrons removed must be put back into the same two orbitals. This can be done directly, with sign $+$, or crosswise, with sign $-$. Therefore
\begin{equation}
E=\sum_i\langle\psi_i|h|\psi_i\rangle
+\frac12\sum_{ij}\langle\psi_i\psi_j||\psi_i\psi_j\rangle .
\end{equation}
Insert $\psi_i=\sum_p\varphi_pU_{pi}$, with $U=e^K$, and define $P_{qp}=\sum_iU_{qi}U_{pi}^*$. Each occupied index sums one $U$ and one $U^*$ into an element of $P$, so that
\begin{equation}
E[P]=\sum_{pq}h_{pq}P_{qp}
+\frac12\sum_{pqrs}\langle pq||rs\rangle P_{rp}P_{sq}.
\label{eq:EP}
\end{equation}

Let $P^0$ be the density matrix of $|\Phi\rangle$, equal to the unit matrix in the occupied block and zero elsewhere, and write $P=P^0+D$. The two terms of (\ref{eq:EP}) with one $P^0$ and one $D$ are equal, because $\langle pq||rs\rangle=\langle qp||sr\rangle$. They cancel the factor $\frac12$, and
\begin{equation}
E=E_0+\sum_{pq}f_{pq}D_{qp}
+\frac12\sum_{pqrs}\langle pq||rs\rangle D_{rp}D_{sq},
\label{eq:ED}
\end{equation}
\begin{equation}
f_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle .
\end{equation}
The matrix $f$ is the Fock matrix. No term has been neglected in (\ref{eq:ED}), since the energy is quadratic in the density matrix. The expansion in $\kappa$ enters through $D$ alone.

Since $K^\dagger=-K$, the rotated density matrix is $P=e^KP^0e^{-K}$. Multiplying the two exponential series and keeping products with up to two factors $K$ gives
\begin{equation}
D=(KP^0-P^0K)+\left(\tfrac12K^2P^0+\tfrac12P^0K^2-KP^0K\right)+O(\kappa^3).
\end{equation}
The products needed are
\begin{equation}
KP^0=\begin{pmatrix}0&0\\ \kappa&0\end{pmatrix},\quad
P^0K=\begin{pmatrix}0&-\kappa^\dagger\\0&0\end{pmatrix},\quad
KP^0K=\begin{pmatrix}0&0\\0&-\kappa\kappa^\dagger\end{pmatrix},
\end{equation}
\begin{equation}
K^2P^0=P^0K^2=\begin{pmatrix}-\kappa^\dagger\kappa&0\\0&0\end{pmatrix}.
\end{equation}
The first- and second-order parts of $D$ are therefore
\begin{equation}
D^{(1)}=\begin{pmatrix}0&\kappa^\dagger\\ \kappa&0\end{pmatrix},\qquad
D^{(2)}=\begin{pmatrix}-\kappa^\dagger\kappa&0\\0&\kappa\kappa^\dagger\end{pmatrix}.
\end{equation}
The second has zero trace: to this order the charge $\sum_{ia}|\kappa_{ai}|^2$ leaves the occupied orbitals and appears in the virtual ones.

The first-order energy comes from $f$ and $D^{(1)}$,
\begin{equation}
E_1=\sum_{ia}\left(f_{ia}\kappa_{ai}+f_{ai}\kappa_{ai}^*\right)
=2\,\mathrm{Re}\sum_{ia}f_{ia}\kappa_{ai},
\label{eq:E1}
\end{equation}
where the Hermiticity of $f$ was used. It vanishes for every choice of $\kappa$ if and only if all $f_{ia}=0$. This is the Hartree-Fock condition.

The second-order energy has two sources in (\ref{eq:ED}). The Fock matrix combined with $D^{(2)}$ gives
\begin{equation}
\sum_{pq}f_{pq}D^{(2)}_{qp}
=\sum_{iab}f_{ab}\kappa_{bi}\kappa_{ai}^*
-\sum_{ija}f_{ji}\kappa_{ai}^*\kappa_{aj}.
\label{eq:fD}
\end{equation}
The minus sign is the sign of the charge removed from the occupied orbitals. The two-electron term needs $D^{(1)}$ twice. Its elements are $D^{(1)}_{ia}=\kappa_{ai}^*$ and $D^{(1)}_{ai}=\kappa_{ai}$, so in $\langle pq||rs\rangle D_{rp}D_{sq}$ each of the pairs $(p,r)$ and $(q,s)$ holds one occupied and one virtual label. The four possibilities are
\begin{align}
(p,r)=(a,i),\ (q,s)=(b,j)&:\quad \tfrac12\langle ab||ij\rangle\kappa_{ai}^*\kappa_{bj}^*,\\
(p,r)=(i,a),\ (q,s)=(j,b)&:\quad \tfrac12\langle ij||ab\rangle\kappa_{ai}\kappa_{bj},\\
(p,r)=(a,i),\ (q,s)=(j,b)&:\quad \tfrac12\langle aj||ib\rangle\kappa_{ai}^*\kappa_{bj},\\
(p,r)=(j,b),\ (q,s)=(a,i)&:\quad \tfrac12\langle ja||bi\rangle\kappa_{bj}\kappa_{ai}^* .
\end{align}
The first two are complex conjugates of each other. The last two are equal, since $\langle ja||bi\rangle=\langle aj||ib\rangle$, and their factors $\frac12$ add to one. Writing (\ref{eq:fD}) with the same four labels by means of Kronecker deltas, and comparing with the form found from symmetry, we obtain
\begin{align}
A_{ia,jb}&=f_{ab}\delta_{ij}-f_{ji}\delta_{ab}+\langle aj||ib\rangle,\label{eq:A}\\
B_{ia,jb}&=\langle ab||ij\rangle.\label{eq:B}
\end{align}
Canonical Hartree-Fock orbitals make $f$ diagonal with elements $\varepsilon_p$, and then
\begin{equation}
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+\langle aj||ib\rangle .
\end{equation}

The same energy can be expanded with many-electron states, which shows what the blocks mean. From $E=\langle\Phi|e^{-\hat\kappa}\hat He^{\hat\kappa}|\Phi\rangle$ and $\hat\kappa^\dagger=-\hat\kappa$, the second-order part is
\begin{equation}
E_2=\langle\hat\kappa\Phi|\hat H|\hat\kappa\Phi\rangle
+\mathrm{Re}\,\langle\Phi|\hat H|\hat\kappa^2\Phi\rangle .
\end{equation}
Define $|\Phi_i^a\rangle=a_a^\dagger a_i|\Phi\rangle$ and $|\Phi_{ij}^{ab}\rangle=a_a^\dagger a_ia_b^\dagger a_j|\Phi\rangle$. The de-excitations in $\hat\kappa$ annihilate $|\Phi\rangle$, so $\hat\kappa|\Phi\rangle=\sum\kappa_{ai}|\Phi_i^a\rangle$. Acting on a singly excited state they give
\begin{equation}
a_i^\dagger a_aa_b^\dagger a_j|\Phi\rangle
=\delta_{ab}a_i^\dagger a_j|\Phi\rangle
=\delta_{ab}\delta_{ij}|\Phi\rangle ,
\end{equation}
and hence
\begin{equation}
\hat\kappa^2|\Phi\rangle=\sum_{ia,jb}\kappa_{ai}\kappa_{bj}|\Phi_{ij}^{ab}\rangle
-\sum_{ia}|\kappa_{ai}|^2|\Phi\rangle .
\end{equation}
The last term subtracts $E_0$ once for each unit of excited weight. Two polynomials in $\kappa$ and $\kappa^*$ that agree for all $\kappa$ have equal coefficients, so
\begin{equation}
A_{ia,jb}=\langle\Phi_i^a|\hat H-E_0|\Phi_j^b\rangle,\qquad
B_{ia,jb}=\langle\Phi_{ij}^{ab}|\hat H|\Phi\rangle .
\end{equation}
For canonical orbitals a diagonal element of $A$ is $\varepsilon_a-\varepsilon_i-\langle ai|ai\rangle+\langle ai|ia\rangle$. It lies below the orbital gap by the attraction between the excited electron and the hole, and is raised by their exchange term. The block $B$ couples the determinant to double excitations. It enters at the same order as $A$: double excitations appear in the rotated determinant with coefficients of second order in $\kappa$, and their coupling to $|\Phi\rangle$, whose coefficient is of order one, contributes to $E_2$.

Two limits test the signs. Without electron repulsion, $E_2=\sum(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2$, and the determinant is a minimum when every virtual level lies above every occupied one. For one electron in orbital $1$, $B_{1a,1b}=\langle ab||11\rangle=0$. In $A$, the repulsion in $f_{ab}=h_{ab}+\langle a1||b1\rangle$ is cancelled by $\langle a1||1b\rangle=-\langle a1||b1\rangle$, and $f_{11}=h_{11}$, which leaves $A_{1a,1b}=h_{ab}-h_{11}\delta_{ab}$. An electron does not repel itself, although the orbital gap taken alone would suggest that it does.

The energy of a rotated determinant is now known to second order, with the blocks $A$ and $B$ given by the Fock matrix and the antisymmetrized two-electron integrals. It remains to use them to decide when a Hartree-Fock solution is a local minimum, and to apply the test to the stretched hydrogen molecule.
